\section*{Why semilocal kinetic functionals let electrons leak onto a frozen core, part 2}

A two-electron fragment A ($n_A=2\chi^2$, varied) is embedded beside a cation B with frozen two-electron density $n_B$; $n=n_A+n_B$. Hartree atomic units, spin-paired electrons and a fixed potential $v=-Z/r+v_A$ are used, with the cage $v_A=-D\,e^{-(r-R)^2/2\sigma^2}$, $Z=3$, $R=10$, $\sigma=1$, $D=1.4$. The energy is $E=T_s[n_A]+T_s[n_B]+T^{\rm nad}+\int vn\,d^3r$, where $T_s$ is the noninteracting kinetic energy and $T^{\rm nad}=T_s[n]-T_s[n_A]-T_s[n_B]$. Then
\begin{equation}
\left[-\tfrac12\nabla^2+v+v^{\rm nad}\right]\chi=\varepsilon\chi,\qquad
v^{\rm nad}=\frac{\delta T_s}{\delta n}\Big|_{n_A+n_B}-\frac{\delta T_s}{\delta n}\Big|_{n_A}.
\label{eq:embed}
\end{equation}
$\hat h=-\frac12\nabla^2+v$ has levels $\varepsilon_1=-4.5000$ ($\phi_1$, $1s$ core), $\varepsilon_2=-1.2054$ ($\phi_2$, cage) and $-Z^2/8$ ($2s$ of B); $\Delta=\varepsilon_2-\varepsilon_1$. The exact energy cannot fall below $E_0=2\varepsilon_1+2\varepsilon_2$.

With $v_s[n]$ the potential whose noninteracting ground state has density $n$, the exact potential is
\begin{equation}
v^{\rm nad}(\mathbf r)=\varepsilon_2+\frac{\nabla^2\chi}{2\chi}-v .
\label{eq:exact}
\end{equation}
For $\chi=\chi(0)(1-\zeta_Ar+\dots)$,
\begin{equation}
v^{\rm nad}=\frac{Z-\zeta_A}{r}+O(1)\qquad(\chi(0)\ne0).
\label{eq:cusp}
\end{equation}

Hirshfeld partition: $n_A=nf$, $f=\lambda n_A^0/(\lambda n_A^0+n_B^0)$, $n_B^0=2\phi_1^2$; $n_A^0$ is the ground density of $v_A$ alone, with level $\varepsilon_A^0=-0.9026$, and $\lambda$ fixes $\int n_A=2$. In the core
\begin{equation}
v^{\rm nad}_H\approx\frac Zr+\varepsilon_2-\varepsilon_A^0 .
\label{eq:H}
\end{equation}
Rotation: $\chi=\cos\theta\,\phi_2+\sin\theta\,\phi_1$,
\begin{equation}
v^{\rm nad}_\theta=\frac{\Delta\sin\theta\,\phi_1}{\chi}=\frac{\Delta\,t}{t+q(r)},\qquad t=\tan\theta,\quad q=\frac{\phi_2}{\phi_1},
\label{eq:PK}
\end{equation}
taken at $t=2t_0$, where $t_0=\tan\theta_0=1.20\times10^{-3}$ is the smallest $t$ with $\chi>0$ for $r>0$.

Semilocal functionals replace $T_s$, inside $T^{\rm nad}$ only, by $\tilde T=\int Cn^{5/3}F(p)\,d^3r$ (giving $\tilde T^{\rm nad}$, $\tilde E$), with $p=s^2=|\nabla n|^2/4cn^{8/3}$, $c=(3\pi^2)^{2/3}$, $C=\frac3{10}c$. $F$ is $1$ (TF), $1+\frac5{27}p$ (GE2), $\frac53p$ (von Weizs\"acker, vW, $T_W$) or $1+\kappa-\kappa/(1+\mu p/\kappa)$ (APBEK). For the core, $p=p_0e^{4Zr/3}$, $p_0=0.1412$, and $\tilde v=\delta\tilde T/\delta n$ is
\begin{equation}
\tilde v[n_B^0]=\frac{3Z^2}{10p}\left[\frac53F-\frac83pF'+\frac43p^2F''+\frac{2pF'}{Zr}\right].
\label{eq:closed}
\end{equation}
For TF, $\tilde v=(Z^2/2p_0)e^{-4Zr/3}$. Von Weizs\"acker supplies the full $Z/r$, yet charge still moves onto B.

\section{Why the charge moves}

\noindent\textit{Q.} What decides whether it moves?

\medskip\noindent\textit{A.} The energy cost of the first small transfer. Neglect the overlap of the fragments, so that $\phi_2$ lives on A, and take $\chi=\sqrt{1-x}\,\phi_2+\sqrt x\,\psi$ with $\psi$ normalized on B; charge $2x$ has moved. The terms $T_s[n_A]+\int vn_A$ give $2(1-x)\varepsilon_2+2x\langle\psi|\hat h|\psi\rangle$. On A, $\tilde T^{\rm nad}$ vanishes because $n_B$ does. On B it is $\tilde T[n_B+2x\psi^2]-\tilde T[n_B]-\tilde T[2x\psi^2]$. The first difference is $2x\int\psi^2\tilde v[n_B]$ to leading order. If $F$ is bounded, the last term is at most $F_{\max}C(2x)^{5/3}\int|\psi|^{10/3}$, of higher order than $x$. Minimizing over $\psi$,
\begin{equation}
\tilde E(x)-\tilde E(0)=2x\,(\tilde\varepsilon_B-\varepsilon_2)+o(x),
\label{eq:crit}
\end{equation}
where $\tilde\varepsilon_B$ is the lowest level of $-\frac12\nabla^2-Z/r+\tilde v[n_B^0]$. For GE2 and von Weizs\"acker the last term is linear in $x$ and (\ref{eq:crit}) does not hold in this form.

The exact cost follows from Pauli's principle. A determinant with $2+2x$ electrons on B occupies no level more than twice, so their energy is at least $2\varepsilon_1+2x(-Z^2/8)$, and the cheapest transfer costs $2x(-Z^2/8-\varepsilon_2)$, here $-1.1250+1.2054=+0.080$ per electron. The semilocal functional moves charge wrongly when
\begin{equation}
\tilde\varepsilon_B<\varepsilon_2<-Z^2/8 .
\label{eq:window}
\end{equation}

\medskip\noindent\textit{Q.} Can you show that this window is not empty?

\medskip\noindent\textit{A.} In the variable $Zr$, $p$ is free of $Z$, and the kinetic term, $-Z/r$ and (\ref{eq:closed}) all carry the factor $Z^2$. So $\tilde\varepsilon_B/Z^2$ is a pure number for a hydrogenic core, which the program tests by repeating the calculation at another $Z$. For TF take $\psi\propto e^{-\alpha r}$ with $\alpha=aZ$. Its kinetic energy is $\alpha^2/2$, $\langle1/r\rangle=\alpha$, and $\langle e^{-\beta r}\rangle=4\alpha^3\int r^2e^{-(2\alpha+\beta)r}dr=[2\alpha/(2\alpha+\beta)]^3$. With $\beta=4Z/3$,
\begin{equation}
\frac{\tilde\varepsilon_B}{Z^2}\le\frac{a^2}2-a+\frac1{2p_0}\left(\frac{3a}{3a+2}\right)^3 .
\end{equation}
At $a=0.3$ the prefactor is $31.872/9=3.541$ and the cube is $(0.9/2.9)^3=0.02989$, so the bound is $0.045-0.3+0.1059=-0.1491$, below $-1/8$. The window is open for every $Z$ in this model. Diagonalization gives the values $\tilde\varepsilon_B/Z^2=-0.1610$ for TF and $-0.1547$ for APBEK, or $\tilde\varepsilon_B=-1.4490$ and $-1.3925$. Relative to $\varepsilon_2$ these lie at $-1.4490+1.2054=-0.244$ ($-6.6$ eV) and $-1.3925+1.2054=-0.187$ ($-5.1$ eV), where the exact cost is $+0.080$.

The state at $\tilde\varepsilon_B$ is the ground state of a local potential, hence nodeless, and two positive functions cannot be orthogonal. It overlaps the filled $1s$ orbital, and the repulsion it feels falls short of the price of orthogonality.

\medskip\noindent\textit{Q.} Equation (\ref{eq:crit}) neglects overlap. Does it survive in the full model?

\medskip\noindent\textit{A.} The program deepens the cage. For each $D$ it builds the semilocal $v^{\rm nad}$ from $n_A=2\phi_2^2$ and $n_B^0$, solves (\ref{eq:embed}) once, and finds the depth $D^*$ at which the ground state holds one electron inside $R/2$. For TF, $D^*=1.705$, where $\varepsilon_2=-1.4490$; for APBEK, $D^*=1.635$, where $\varepsilon_2=-1.3925$. Both equal $\tilde\varepsilon_B$, computed with no cage at all, to the four decimals printed. For a much deeper cage the same step leaves the charge on A.

\medskip\noindent\textit{Q.} Does the transfer stop once some charge has arrived?

\medskip\noindent\textit{A.} In this model it feeds itself. For TF, $v^{\rm nad}=\frac c2[(n_A+n_B)^{2/3}-n_A^{2/3}]$, and its derivative with respect to $n_A$ is $\frac c3[(n_A+n_B)^{-1/3}-n_A^{-1/3}]<0$. The repulsion falls pointwise as charge arrives, so the self-consistent level lies below $\tilde\varepsilon_B$. Iterating from the exact $n_A$, with the Hirshfeld $n_B$ frozen, TF ends at level $-1.716$ with $1.9999$ electrons inside $R/2$ and squared overlap $0.44$ with the $1s$ orbital; read as an occupation, that is about $2+2(0.44)=2.9$ electrons in a level that holds two. The energy is $0.837$ ($22.8$ eV) below the exact lower bound $E_0$, more than the linear estimate $2(0.244)=0.49$ from (\ref{eq:crit}). At the exact $n_A$ the same functional misses $E_0$ by only $1.6\times10^{-4}$. That figure is the same for both functionals, which indicates that $\tilde T^{\rm nad}$ plays no part in it: at this density the fragments barely overlap, and most of the figure is grid error. For the step $h=0.0025$ the discretization error of the doubly occupied $1s$ core is $h^2Z^4/4\approx1.3\times10^{-4}$, so the converged miss is only about $3\times10^{-5}$; it is minus the small, negative exact $T^{\rm nad}$ of this partition. The agreement is therefore no merit of the functional. What matters is that the right density is not its minimum.

The leaked state hardly feels the cage, so its energy is nearly independent of $D$, while $E_0$ moves with $2\varepsilon_2$. It follows, as an inference not run in the program, that it stays lower in energy until $\varepsilon_2\approx-1.205-0.837/2=-1.62$; between $-1.45$ and $-1.62$ the correct TF solution is only a local minimum.

APBEK shows a reversal. Its limiting level is higher than that of TF, yet its self-consistent level, $-1.734$, is lower, and its energy lies $0.841$ ($22.9$ eV) below $E_0$, with overlap $0.43$. One relevant fact can be derived. The small-$p$ term of $F$ is proportional to $T_W$, whose density is $|\nabla n|^2/8n$, and putting three fractions over one denominator gives
\begin{equation}
\frac{|\nabla(a+b)|^2}{a+b}-\frac{|\nabla a|^2}a-\frac{|\nabla b|^2}b=-\frac{|a\nabla b-b\nabla a|^2}{ab(a+b)}\le0 .
\end{equation}
Where all three reduced gradients are small, the gradient term lowers $\tilde T^{\rm nad}$. Elsewhere the gradient correction can raise it, so this fact alone does not explain the $0.004$ between the two energies, whose origin is left open.

\section{Where the repulsion is missing}

\noindent\textit{Q.} Is the semilocal potential simply too weak everywhere?

\medskip\noindent\textit{A.} No. With the TF and APBEK columns taken as $\tilde v[n_B^0]$ from (\ref{eq:closed}), the limit of vanishing $n_A$ on B, the potentials are, with $r$ in bohr,
\begin{center}
\begin{tabular}{rrrrrr}
$r$ & $-Z/r$ & Hirshfeld & rotation & TF & APBEK\\
0.050 & $-60.000$ & 59.697 & 6.570 & 26.095 & 33.267\\
0.250 & $-12.000$ & 11.697 & 6.053 & 11.725 & 12.548\\
0.333 & $-9.000$ & 8.697 & 5.624 & 8.401 & 8.833\\
0.667 & $-4.500$ & 4.197 & 3.326 & 2.215 & 2.215\\
1.000 & $-3.000$ & 2.697 & 1.567 & 0.584 & 0.681\\
1.500 & $-2.000$ & 1.699 & 0.469 & 0.079 & 0.129
\end{tabular}
\end{center}
In the first three rows both semilocal potentials exceed the rotation form, TF by a factor near five at the nucleus ($31.87$ against $6.589$). Within $2$ bohr of the nucleus, TF even exceeds the Hirshfeld form, by at most $0.031$, in the shell $0.238<r<0.276$. The program finds these edges as roots of $Z/r+\varepsilon_2-\varepsilon_A^0=\tilde v$ and tests them against the sign of the difference on the grid out to $2$ bohr. In the last three rows both semilocal potentials lie below both exact ones. At $r=1$ the total potential is $-3+0.584=-2.416$ with TF, against $-3+1.567=-1.433$ for the rotation and $-3+2.697=-0.303$ for Hirshfeld.

The decay laws explain the outer rows. For TF, and for APBEK at large $p$, where $F\to1+\kappa$ while $pF'$ and $p^2F''$ in (\ref{eq:closed}) vanish, $\tilde v$ follows $n_B^{2/3}\propto e^{-4Zr/3}$, an absolute density. APBEK approaches this limit slowly: in the last three rows its ratio to TF is about $1.0$, $1.2$ and $1.6$, against the limit $1+\kappa=1.8$, so there it decays somewhat more slowly than TF. The exact forms depend on ratios. In (\ref{eq:PK}), $t=2t_0$ and $q$ both scale with the amplitude of $\phi_2$ on B, which drops out; at the node of $\phi_2$, $q=0$ and the potential equals $\Delta$, here $3.29$, however small that amplitude is, close to the $3.326$ found at the hydrogenic node radius $2/Z$, where TF gives $2.215$. In (\ref{eq:H}), $\lambda$ drops out in the same way. The Hirshfeld form keeps the value (\ref{eq:H}) while $\lambda n_A^0$ and $2\phi_2^2$ are negligible beside $n_B^0$, even where the core density itself is small: at $r=1.5$, where $n_B^0$ has fallen to $e^{-9}$ of its value at the nucleus, (\ref{eq:H}) gives $2-0.3028=1.697$ and the table $1.699$. The rotation form falls earlier, once $q$ exceeds $t$: at $r=1.5$ it is down to $0.469$ because the core orbital supplies only $t/(t+q)=0.469/3.29=14\%$ of $\chi$, even though $n_B$ still far exceeds $n_A$ there; it remains above both semilocal values.

\medskip\noindent\textit{Q.} Which region produces the level error, the nucleus or the edge of the core?

\medskip\noindent\textit{A.} Repair one region at a time. In the problem that defines $\tilde\varepsilon_B$, replace TF by the exact Hirshfeld potential for $r<r_c$ and follow the lowest level. For $r_c=0.5/Z$ it moves from $-1.4490$ to $-1.4401$, and for $r_c=1/Z$ to $-1.4389$. That last repair includes the whole $1/r$ singularity and recovers $0.0101$ of the $0.2437$ needed to reach $\varepsilon_2$, about $4\%$ of it. Two things keep it small. To first order the shift is $4\pi\int_0^{r_c}\psi^2\,\delta v\,r^2dr$, with $\delta v=Z/r+\varepsilon_2-\varepsilon_A^0-\tilde v$. The volume element removes the singularity, since the $Z/r$ term contributes only $2\pi Z\psi(0)^2r_c^2$ as $r_c\to0$. And TF already supplies most of the weighted repulsion: at $r_c=1/Z$, $\int_0^{r_c}r^2(Z/r)\,dr=1/2Z=0.167$, the constant gives $-0.3028/81=-0.004$, and $\int_0^{r_c}r^2\tilde v\,dr=31.872\cdot\frac{2}{64}\left[1-e^{-4/3}\left(1+\frac43+\frac89\right)\right]=0.150$, leaving $0.013$. Between $0.5/Z$ and $1/Z$ lies the shell where the two potentials nearly coincide, so little is gained there. Between $0.276$ and $2$ bohr the exact potential is the higher one, so enlarging $r_c$ within this range can only raise the level, and the program tests this on a scan up to $r_c=2$, where the level is $-0.746$. It reaches $\varepsilon_2$ at $r_c^*=0.96$, or $Zr_c^*=2.9$, beyond the $2s$ node. Farther out the ordering does not persist: where $\lambda n_A^0$ overtakes $n_B^0$, $n_A$ turns from rising to falling, and the curvature of $\chi$ gives the Hirshfeld potential a narrow negative dip. For TF measured against this partition, the error sits in the broad well at the core edge. The figures $4\%$ and $r_c^*=0.96$ belong to TF and this partition; the program does not splice APBEK or the rotation. For the rotation the table shows a different course: both semilocal potentials lie above it in the first three rows, so the inner repair lowers the level, and the whole deficit has to be made up farther out, where the rotation form is also weaker than the Hirshfeld one.

\section{Limits}

\noindent\textit{Q.} How much of this carries over to my calculation?

\medskip\noindent\textit{A.} Equations (\ref{eq:exact}) and (\ref{eq:cusp}) need a two-electron active density; for more electrons $v^{\rm nad}=v_s[n_A]-v_s[n]+\text{const}$ still holds, but $v_s[n_A]$ must be found by numerical inversion. Criterion (\ref{eq:crit}) needs small overlap and bounded $F$, with $\varepsilon_2$ read as the highest occupied level of A. The numbers belong to an unscreened nucleus. In a real cation the frozen electrons screen $Z$, which changes both $\tilde\varepsilon_B$ and the true first empty level, so the width of the window (\ref{eq:window}) has to be recomputed for that core. Hartree repulsion of the arriving charge raises the level on B and opposes the feedback, so the transfer of both electrons and the $23$ eV are features of the fixed potential; the onset is still a comparison of two levels in the potential before transfer. If $\varepsilon_2$ lies above the true empty level, charge moves in the exact theory too, and the frozen $n_B$ is then simply the core of a reduced ion. Finally, the trial function $\psi$ must be representable: a basis without functions on B forbids the leak by restricting the variation, and leaves the error in the functional where it was.

\section*{Computed results}
\begin{verbatim}
inputs: Z=3.0, R=10.0 bohr, sigma=1.0 bohr, D=1.4 Ha
e1=-4.5000, e2=-1.2054, third s level=-1.1250, lowest p=-1.1950 Ha
-Z^2/8=-1.1250, isolated A level=-0.9026, e2-e1=3.2946, E0=-11.4107 Ha
cusp test: zetaA=1.02833 1/bohr, lim r*v_nad=1.97167 Ha bohr
Hirshfeld: embedded ground level=-1.2054 Ha, active charge r<R/2=6.02e-05 e
rotation: embedded ground level=-1.2054 Ha, active charge r<R/2=7.18e-05 e
lambda=999.92, f(0)=7.6e-10, int|nB-nB0|=2.7e-05 e
e2-eA=-0.3028 Ha, max|vH-(Z/r+e2-eA)| on 0.05-0.6 bohr=7.0e-06 Ha
tan(theta0)=1.20e-03, rotation v(0)=6.589 Ha, r^2 v at theta0, r=0.01: 2.9701 Ha bohr^2
s(0)=0.3758, p(0)=0.1412, TF v(0)=31.872 Ha
TF: fraction of Z/r at nucleus=0.0000
GE2: fraction of Z/r at nucleus=0.1111
APBEK: fraction of Z/r at nucleus=0.1320
vW: fraction of Z/r at nucleus=1.0000
r/bohr, -Z/r, v Hirshfeld, v rotation, v TF, v APBEK (Ha)
0.050  -60.000   59.697    6.570   26.095   33.267
0.250  -12.000   11.697    6.053   11.725   12.548
0.333   -9.000    8.697    5.624    8.401    8.833
0.667   -4.500    4.197    3.326    2.215    2.215
1.000   -3.000    2.697    1.567    0.584    0.681
1.500   -2.000    1.699    0.469    0.079    0.129
TF trial bound (a=0.3): eB/Z^2 <= -0.1491 Ha
TF: eB=-1.4490 Ha, eB/Z^2=-0.1610 Ha, eB-e2=-0.2437 Ha = -6.63 eV
TF: switch depth D*=1.7054 Ha, e2(D*)=-1.4490 Ha
TF: SCF level=-1.7157 Ha, charge r<R/2=1.9999 e, <chi|1s>^2=0.4426
TF: E-E0 at exact nA=1.6e-04 Ha, leaked=-0.8368 Ha = -22.77 eV
APBEK: eB=-1.3925 Ha, eB/Z^2=-0.1547 Ha, eB-e2=-0.1871 Ha = -5.09 eV
APBEK: switch depth D*=1.6352 Ha, e2(D*)=-1.3925 Ha
APBEK: SCF level=-1.7339 Ha, charge r<R/2=2.0000 e, <chi|1s>^2=0.4312
APBEK: E-E0 at exact nA=1.6e-04 Ha, leaked=-0.8406 Ha = -22.87 eV
TF above Hirshfeld only for 0.238 < r < 0.276 bohr (r<2), max excess=0.0311 Ha
spliced level: rc=0.5/Z -1.4401 Ha, rc=1/Z -1.4389 Ha, rc=2 bohr -0.7462 Ha
rc* lifting level to e2=0.96 bohr, Z rc*=2.87
\end{verbatim}
